# Parallel versus antiparallel hot-electron current through two identical spin filters

**Question**

I am working on ballistic hot-electron transport through a Co/Cu/Co stack on n-type silicon. A tunnelling tip injects electrons about 1 eV above the Fermi level, and those that cross the metal and the Schottky barrier are counted as collector current.

The exercise says that the two ferromagnetic layers are identical and that each transmits majority electrons three times better than minority ones. I am to show that the collected current is 67 percent larger for parallel than for antiparallel magnetisation.

I cannot get that number. Two layers, each with a factor of three, suggest to me a factor of nine. If only one layer counts as the analyser, I would expect three. Where does 67 percent come from? And does it matter whether a layer absorbs the electrons it rejects or reflects them?

**Answer**

The factor of nine compares two kinds of electron within the parallel state. The experiment compares two total currents, each summed over both spins. Your last question matters too: the derivation of the stated result assumes that the rejected electrons are lost.

**Assumptions**

Let one layer transmit a fraction $M$ of majority electrons and $m$ of minority electrons, with $r=M/m=3$. I assume that

- the injected beam is unpolarised, and its current $I_t$ and energy are held fixed when a layer is reversed;
- the magnetisations are collinear and no spin flips occur;
- the spacer, the other normal metals and the collector treat both spins alike, which gives one common factor $C$;
- $M$ and $m$ are the same for all collected electrons;
- an electron rejected by a layer is lost, so the transmissions of successive layers multiply.

**Counting the two spins**

Each spin carries $I_t/2$. If its transmissions in the two layers are $T_1$ and $T_2$, it contributes $\tfrac12 I_tC\,T_1T_2$ to the collector current.

For parallel magnetisation, one spin is majority in both layers and the other is minority in both:

$$I_P=\tfrac12 I_tC\,(M^2+m^2).$$

For antiparallel magnetisation, each spin is majority in one layer and minority in the other:

$$I_{AP}=\tfrac12 I_tC\,(Mm+mM)=I_tC\,Mm.$$

In the ratio, $I_t$ and $C$ cancel. Dividing numerator and denominator by $m^2$ gives

$$\frac{I_P}{I_{AP}}=\frac{M^2+m^2}{2Mm}=\frac{r^2+1}{2r}=\frac{9+1}{6}=\frac53 .$$

The excess relative to the antiparallel current is therefore

$$\frac{I_P-I_{AP}}{I_{AP}}=\frac{r^2+1-2r}{2r}=\frac{(r-1)^2}{2r}=\frac46\approx 67\ \%.$$

In units of $m^2$, the parallel state passes $9+1=10$ and the antiparallel state $3+3=6$. Your nine is the ratio of the two terms in the first sum. The reference convention also matters: relative to the parallel current, the same change is $4/10=40\ \%$.

The excess vanishes at $r=1$, where the layers do not distinguish the spins. It is unchanged by $r\to1/r$, so it does not reveal which spin is transmitted better. For $r\gg1$ the current ratio approaches $r/2$.

**Magnetisations at an angle**

Define the mean transmission $\bar T=(M+m)/2$ and the polarisation $P=(M-m)/(M+m)=(r-1)/(r+1)=1/2$. Then $M=\bar T(1+P)$ and $m=\bar T(1-P)$.

An unpolarised beam leaves layer 1 as an incoherent mixture of spins along and against its axis, with weights $M/2$ and $m/2$. If the axis of layer 2 is turned by $\theta$, a spin along axis 1 is majority in layer 2 with probability $\cos^2(\theta/2)$. Its transmission there is

$$M\cos^2\tfrac\theta2+m\sin^2\tfrac\theta2=\bar T(1+P\cos\theta),$$

because $\cos^2(\theta/2)-\sin^2(\theta/2)=\cos\theta$. The opposite spin has $\bar T(1-P\cos\theta)$. Adding both contributions,

$$\frac{I(\theta)}{I_tC}=\frac{\bar T^2}{2}\big[(1+P)(1+P\cos\theta)+(1-P)(1-P\cos\theta)\big]=\bar T^2(1+P^2\cos\theta),$$

since the terms linear in $P$ cancel. At $\theta=0$ and $\pi$ this gives

$$\frac{I_P}{I_{AP}}=\frac{1+P^2}{1-P^2}=\frac{1.25}{0.75}=\frac53 .$$

If the reversal stops at $150^\circ$, the denominator is $1+0.25\cos150^\circ$ and the excess drops to 59.5 %.

**Why absorption and reflection differ**

Suppose instead that the layers are lossless and reflect what they do not transmit. An electron between them can bounce and try again, while one that leaves the pair of layers on either side is assumed not to return. If the bounces add incoherently, a spin with transmissions $T_1,T_2$ has the total transmission

$$T_{12}=T_1T_2\sum_{n=0}^{\infty}\big[(1-T_1)(1-T_2)\big]^n=\frac{T_1T_2}{T_1+T_2-T_1T_2}.$$

For weak transmission the product in the denominator is negligible, so $T_{12}\approx T_1T_2/(T_1+T_2)$. The parallel sum is then $M/2+m/2$ and the antiparallel sum is $2Mm/(M+m)$, so

$$\frac{I_P}{I_{AP}}\approx\frac{(M+m)^2}{4Mm}=\frac{(r+1)^2}{4r}=\frac43 .$$

The same factor of three now gives an excess of only 33 %. For weak transmission, repeated attempts favour the antiparallel state, so "three times better" does not by itself fix the answer.

**Numbers for a Co/Cu/Co stack**

Describe the loss in cobalt by flux attenuation lengths $\lambda_M=2.0$ nm and $\lambda_m=0.8$ nm, so that $M=e^{-d/\lambda_M}$ and $m=e^{-d/\lambda_m}$ for thickness $d$. Setting $M/m=3$ gives

$$d=\frac{\ln3}{1/\lambda_m-1/\lambda_M}=\frac{1.099}{(1.25-0.50)\ \text{nm}^{-1}}=1.465\ \text{nm},$$

and hence $M=0.481$, $m=0.160$. For a tip current of 2 nA and $C=0.02$, $I_tC=40$ pA. Then

$$I_P=40\ \text{pA}\times\frac{0.481^2+0.160^2}{2}=5.14\ \text{pA},$$

$$I_{AP}=40\ \text{pA}\times0.481\times0.160=3.08\ \text{pA}.$$

If layers with these same $M$ and $m$ were lossless reflectors, the bounce formula would give an excess of 47.7 %.

Absorbing layers also reflect a little, so the product rule needs a check. I solved the one-dimensional wave equation for a two-component spinor at normal incidence. In atomic units, with $\hbar=m_e=e=1$, it reads $\psi''=-K^2\psi$. In each layer the eigenvalues of the matrix $K$ are $k=q+i/(2\lambda)$, so that $|e^{ikx}|^2=e^{-x/\lambda}$.

The electron energy was 8.2 eV above the band bottom, with a 1 eV potential step for minority electrons. The thickness was readjusted to 1.463 nm to keep the single-layer ratio at three. For spacers from 3 to 5 nm, the excess lay between 66.63 % and 66.70 %. Interference between the layers is therefore negligible for these parameters. This free-electron step does not describe the minority $d$ bands of real cobalt, and a larger mismatch matters more: a 4 eV step spreads the excess from 65.3 % to 68.1 %.

**What a real stack changes**

The attenuation lengths are rough typical values. So is the Schottky barrier of 0.8 eV used below, which assumes a gold film between the stack and the silicon. The collection factor and the flip lengths below are assumptions, not measurements. Spin conservation, for one, holds only approximately in a real stack. If each spin flips at a rate $1/\ell$ per unit length in the spacer, the two spin currents obey

$$\frac{dn_\uparrow}{dx}=-\frac{n_\uparrow-n_\downarrow}{\ell},\qquad \frac{dn_\downarrow}{dx}=+\frac{n_\uparrow-n_\downarrow}{\ell}.$$

Subtracting them shows that $n_\uparrow-n_\downarrow$ decays as $e^{-2x/\ell}$, while the sum is conserved. The spin difference leaving layer 1 is thus reduced by $s=e^{-2L/\ell}$ across a spacer of thickness $L$, and $P^2$ becomes $sP^2$ in the current ratio. With $L=4$ nm and $\ell=100$ nm, $s=e^{-0.08}=0.923$ and the excess is 60.0 %. Adding flips inside the magnetic layers at the same thickness, with a flip length of 30 nm there, lowers it to 53.6 %. These flips act by reducing the single-layer ratio from 3 to 2.83. If the thickness is raised to 1.55 nm to restore $r=3$, the excess is again 60.0 %.

Other departures, taken one at a time, move the number either way:

- **Unequal layers.** The ratio becomes $(M_1M_2+m_1m_2)/(M_1m_2+m_1M_2)=(r_1r_2+1)/(r_1+r_2)$. Making one layer 0.1 nm thicker raises the excess to 71.7 %.
- **Polarised injection.** Let the spin currents be $\tfrac12 I_t(1\pm p)$, with the plus sign for the spin that is majority in both layers when they are parallel. Each spin still has the product $Mm$ in the antiparallel state, so $I_{AP}$ is unchanged. The ratio becomes $[(1+p)r^2+1-p]/(2r)$, and $p=0.1$ gives an excess of 80 %.
- **Energy dependence.** Let $\lambda_M$ fall linearly from 2.2 nm at the barrier to 1.8 nm at the tip energy, with collection weighted in proportion to the energy above the barrier. The excess is then 63.4 %. The weighting favours the upper part of the window, where $\lambda_M$ is shorter and $r$ smaller.
- **Oblique paths.** At angle $\alpha$ to the normal, the path in each layer grows by $1/\cos\alpha$, so $r$ becomes $r^{1/\cos\alpha}$ if both spins keep the same angle. If the momentum parallel to the interface is conserved, the central valleys of Si(001) accept electrons within about $5.5^\circ$ (tip energy 1.2 eV above the Fermi level, transverse mass $0.19\,m_e$), and even at the edge of that cone the excess is 67.4 %. The centres of the side valleys correspond to about $42^\circ$ in a free-electron metal, and electrons at that angle would alone give 131 %. This neglects refraction: a minority potential step like the one above would lengthen the minority paths and raise that value. For a vacuum gap of 0.6 nm and a vacuum barrier of 3.9 eV, the injection weight relative to the central valleys is 0.073 when estimated at the valley centres, and the total becomes 68.5 %. This is a rough figure. The side valleys also accept a range of smaller angles, which tunnelling favours. Integrating over the valleys lowers their excess to about 102 % but doubles their weight to about 0.15, so the total rises to about 70 %. Gaps from 0.8 to 0.5 nm move it between about 68 % and 72 %. Scattering before the magnetic layers could increase the share of the side valleys.

Temperature can change the attenuation and flip lengths, and it also enters through the diode. An amplifier offset $\delta$ across a contact of area $A$ drives the thermionic current

$$I_{\text{leak}}=A\,A^*T^2e^{-\phi/k_BT}\left(e^{e\delta/k_BT}-1\right),$$

where $\phi$ is the barrier height, $A^*$ the Richardson constant (free-electron value here) and $e$ in $e\delta$ the elementary charge. For $A=0.01$ cm² and $\delta=10$ µV, this is 1.52 pA at 300 K, comparable with the signal. Depending on the sign of the offset, the leakage adds to the signal or subtracts from it. If it adds and is left in both readings, it gives

$$\frac{5.14+1.52}{3.08+1.52}-1\approx45\ \%.$$

The size of this background is exponentially sensitive to the barrier: at 300 K it is 4.9 pA for 0.77 eV and 0.3 pA for 0.84 eV. At 150 K the thermionic part is about $3\times10^{-14}$ pA and can be ignored, though other leakage paths of a real diode are not included here. At room temperature this background must be subtracted before the measured ratio is used to infer $r$.

## Computed results

```
majority/minority transmission ratio r: 3
layer polarisation P: 0.5
I_P/I_AP: 1.6667
excess relative to antiparallel: 66.7 %
change relative to parallel: 40.0 %
majority attenuation length: 2 nm
minority attenuation length: 0.8 nm
layer thickness for r = 3: 1.465 nm
majority transmission M: 0.4807
minority transmission m: 0.1602
tip current: 2 nA
spin-independent collection factor: 0.02
parallel collector current: 5.136 pA
antiparallel collector current: 3.082 pA
Fermi energy above band bottom: 7 eV
tip energy above Fermi level: 1.2 eV
Schottky barrier: 0.8 eV
minority potential step: 1 eV
wave model: thickness for r = 3: 1.463 nm
wave model, spacer 3-5 nm: lowest excess 66.63 %
wave model, spacer 3-5 nm: highest excess 66.70 %
excess, injected polarisation 0.1: 80.0 %
spacer thickness: 4 nm
flip length in spacer: 100 nm
excess with spacer flips: 60.0 %
flip length in magnetic layers: 30 nm
excess with flips in spacer and layers: 53.6 %
excess, one layer 0.1 nm thicker: 71.7 %
excess, reversal only to 150 degrees: 59.5 %
excess, majority length 2.2 to 1.8 nm in window: 63.4 %
central-valley acceptance angle: 5.525 degrees
excess at edge of that cone: 67.4 %
side-valley angle in metal: 42.1 degrees
excess for side valleys alone: 131.2 %
side/central injection weight: 0.07306
excess with both valley groups: 68.5 %
contact area: 0.01 cm2
amplifier offset: 10 microvolt
leakage at 300 K: 1.521 pA
leakage at 150 K: 2.766e-14 pA
excess with 300 K leakage not subtracted: 44.6 %
excess, lossless reflectors with same M and m: 47.7 %
excess, weak lossless reflectors (M=0.003): 33.4 %
```
